\section*{Mass polarization is a coordinate term, not a force between electrons}

\section{What symmetry fixes}

Take a nucleus of mass $M$ at $\mathbf x_0$ and two electrons of masses $m_1,m_2$ at $\mathbf x_1,\mathbf x_2$. The motion is non-relativistic, and the potential $V$ depends on separations alone. The electron masses carry labels so that each can be traced; they are set equal later.

Moving all three particles together leaves $V$ unchanged, so the total momentum is conserved. In the frame where it vanishes, electrons with momenta $\mathbf p_1,\mathbf p_2$ leave the nucleus no choice: its momentum is $-(\mathbf p_1+\mathbf p_2)$. A kinetic energy is a squared momentum divided by twice a mass, so
\begin{equation}
T=\frac{\mathbf p_1^2}{2m_1}+\frac{\mathbf p_2^2}{2m_2}+\frac{(\mathbf p_1+\mathbf p_2)^2}{2M}. \label{T}
\end{equation}
This is a sum of three kinetic energies. Expanding the square and collecting terms gives
\begin{equation}
T=\frac{\mathbf p_1^2}{2\mu_1}+\frac{\mathbf p_2^2}{2\mu_2}+\frac{\mathbf p_1\cdot\mathbf p_2}{M},\qquad \frac1{\mu_i}=\frac1{m_i}+\frac1M. \label{Tmp}
\end{equation}
The last term is called mass polarization.

The momenta in (\ref{T}) are also the ones conjugate to the nucleus-centred positions $\mathbf r_i=\mathbf x_i-\mathbf x_0$. For a wave function that depends on $\mathbf r_1,\mathbf r_2$ and not on the centre of mass, the chain rule gives
\begin{equation}
\frac{\partial}{\partial\mathbf x_i}=\frac{\partial}{\partial\mathbf r_i},\qquad
\frac{\partial}{\partial\mathbf x_0}=-\frac{\partial}{\partial\mathbf r_1}-\frac{\partial}{\partial\mathbf r_2}.
\end{equation}
Multiplication by $-i\hbar$ turns these into the electron momenta and the nuclear recoil momentum. The internal Hamiltonian is therefore $H=T+V(\mathbf r_1,\mathbf r_2)$.

\section{The belief and its appeal}

The belief is that $\mathbf p_1\cdot\mathbf p_2/M$ is an interaction: the nucleus, being movable, transmits an extra force from one electron to the other. The Hamiltonian invites this reading. Without the term and without the electron repulsion, $H$ splits into two one-electron problems. Both terms spoil the separation, so they seem to be of the same kind.

The term also shifts levels in a way that depends on the state. Let $a$ and $b$ be two real, orthonormal orbitals, and take the spatial state $(ab\pm ba)/\sqrt2$. The direct and exchange parts of the mean are
\begin{equation}
\langle\mathbf p_1\cdot\mathbf p_2\rangle=
\langle a|\mathbf p|a\rangle\cdot\langle b|\mathbf p|b\rangle
\pm\langle a|\mathbf p|b\rangle\cdot\langle b|\mathbf p|a\rangle
=\pm\left|\langle a|\mathbf p|b\rangle\right|^2 .\label{exchange}
\end{equation}
The direct part vanishes because a real bound orbital has zero mean momentum. In this orbital approximation, and when $\langle a|\mathbf p|b\rangle$ is not zero, the first-order energy rises for the symmetric state and falls for the antisymmetric one, much as an exchange interaction would make it do. Since $\mathbf p$ is odd under inversion, the element vanishes for two orbitals of the same parity.

All of this is correct, and none of it shows that a force is present. Two questions follow. Does the term enter the rate of change of the electron momenta? In the centre-of-mass frame each of these momenta is the electron's mass times its velocity, so the answer decides whether the term is a force. Does it survive a change of coordinates? This shows whether its standing as a separate term belongs to the atom or to the description.

\section{It changes a velocity, not a momentum}

Hamilton's equations for (\ref{Tmp}) are
\begin{align}
\dot{\mathbf r}_1&=\frac{\partial H}{\partial\mathbf p_1}=\frac{\mathbf p_1}{\mu_1}+\frac{\mathbf p_2}{M},\\
\dot{\mathbf p}_1&=-\frac{\partial V}{\partial\mathbf r_1}\equiv\mathbf F_1,
\end{align}
and likewise for electron 2. The rate of change of momentum contains the forces derived from $V$ and nothing else. The cross term enters the relation between velocity and momentum. Differentiating the first equation and using the second,
\begin{equation}
\ddot{\mathbf r}_1=\frac{\mathbf F_1}{\mu_1}+\frac{\mathbf F_2}{M}
=\frac{\mathbf F_1}{m_1}+\frac{\mathbf F_1+\mathbf F_2}{M}.
\end{equation}
Since the total force vanishes, the nucleus feels $-(\mathbf F_1+\mathbf F_2)$, and its acceleration is $\mathbf a_0=-(\mathbf F_1+\mathbf F_2)/M$. Hence
\begin{equation}
\ddot{\mathbf r}_1=\frac{\mathbf F_1}{m_1}-\mathbf a_0 .
\end{equation}
This is Newton's law seen from an accelerating origin. The second piece is an inertial acceleration, of the kind felt in a braking train. The reduced mass supplies its part $\mathbf F_1/M$, and the cross term supplies its part $\mathbf F_2/M$. The quantum equations of motion have the same form, because $(i/\hbar)[H,\mathbf p_1]=-\partial V/\partial\mathbf r_1$ and the cross term commutes with $\mathbf p_1$.

The term may not be dropped on that account. In a classical run of the one-dimensional model described below, lasting 10 atomic units of time, Hamilton's equations with the cross term follow the Newtonian separations to about $10^{-10}$ bohr. Without it, and with the same starting positions and momenta, the largest deviation is 0.216 bohr; the omission alters the starting velocities as well as the accelerations. An inertial term is needed for as long as the accelerating origin is kept.

\section{How a change of coordinates acts}

Let new coordinates $\mathbf s_j$ be defined by an invertible real matrix $C$,
\begin{equation}
\mathbf r_i=\sum_j C_{ij}\,\mathbf s_j .
\end{equation}
The chain rule $\partial/\partial\mathbf s_j=\sum_i C_{ij}\,\partial/\partial\mathbf r_i$ gives the conjugate momenta
\begin{equation}
\mathbf q_j=\sum_i C_{ij}\,\mathbf p_i. \label{q}
\end{equation}
Write the kinetic energy as $T=\frac12\sum_{ij}K_{ij}\,\mathbf p_i\cdot\mathbf p_j$. Solving (\ref{q}) for $\mathbf p$ and inserting the result replaces $K$ by $C^{-1}K(C^{-1})^{\mathsf T}$. The off-diagonal element of such a matrix is not invariant, and a suitable $C$ removes it.

The spectrum is invariant. If $H\psi=E\psi$, define in three dimensions
\begin{equation}
\Phi(\mathbf s)=|\det C|^{3/2}\,\psi(C\mathbf s).
\end{equation}
The volume element is $d^3r_1d^3r_2=|\det C|^3d^3s_1d^3s_2$, so $\Phi$ has the same norm as $\psi$. The map is unitary, and the rewritten Hamiltonian acts on $\Phi$ with the same eigenvalue $E$. The potential must be rewritten too: it becomes $V(C\mathbf s)$.

\section{Jacobi coordinates}

Keep $\boldsymbol\rho_1=\mathbf r_1$, but measure electron 2 from the centre of mass of the nucleus and electron 1:
\begin{equation}
\boldsymbol\rho_2=\mathbf r_2-a\,\mathbf r_1,\qquad a=\frac{m_1}{M+m_1}.
\end{equation}
Then $\mathbf r_2=\boldsymbol\rho_2+a\boldsymbol\rho_1$, and (\ref{q}) gives $\mathbf q_1=\mathbf p_1+a\mathbf p_2$ and $\mathbf q_2=\mathbf p_2$. Therefore $\mathbf p_1=\mathbf q_1-a\mathbf q_2$ and $\mathbf p_1+\mathbf p_2=\mathbf q_1+(1-a)\mathbf q_2$. Equation (\ref{T}) becomes
\begin{equation}
T=\frac{(\mathbf q_1-a\mathbf q_2)^2}{2m_1}+\frac{\mathbf q_2^2}{2m_2}+\frac{[\mathbf q_1+(1-a)\mathbf q_2]^2}{2M}.
\end{equation}
With $1-a=M/(M+m_1)$, the coefficient of $\mathbf q_1\cdot\mathbf q_2$ is
\begin{equation}
-\frac a{m_1}+\frac{1-a}M=-\frac1{M+m_1}+\frac1{M+m_1}=0 .
\end{equation}
The first and last terms contribute to $\mathbf q_2^2/2$ the coefficient
\begin{equation}
\frac{a^2}{m_1}+\frac{(1-a)^2}{M}=\frac{m_1+M}{(M+m_1)^2}=\frac1{M+m_1}.
\end{equation}
The result is
\begin{equation}
T=\frac{\mathbf q_1^2}{2}\left(\frac1{m_1}+\frac1M\right)+\frac{\mathbf q_2^2}{2}\left(\frac1{m_2}+\frac1{M+m_1}\right).
\end{equation}
Mass polarization has gone. In atomic units, with nuclear charge $Z$, the Coulomb potential now reads
\begin{equation}
V=-\frac Z{|\boldsymbol\rho_1|}-\frac Z{|\boldsymbol\rho_2+a\boldsymbol\rho_1|}+\frac1{|\boldsymbol\rho_2-(1-a)\boldsymbol\rho_1|}.
\end{equation}
The attraction of electron 2 to the nucleus involves both coordinates. No new force has been created here either; the same distance has a new expression. The price is a hidden exchange symmetry. For equal electron masses, swapping the electrons sends $\boldsymbol\rho_1$ to $\boldsymbol\rho_2+a\boldsymbol\rho_1$, not to $\boldsymbol\rho_2$.

\section{Radau coordinates}

A choice that treats the electrons alike shifts both by a common vector:
\begin{equation}
\mathbf r_i=\mathbf s_i+\beta\mathbf S,\qquad
\mathbf S=\frac{m_1\mathbf s_1+m_2\mathbf s_2}{m_L},\qquad m_L=m_1+m_2 .
\end{equation}
The number $\beta$ is still free. With $\mathbf P=\mathbf p_1+\mathbf p_2$, equation (\ref{q}) gives $\mathbf q_j=\mathbf p_j+\beta(m_j/m_L)\mathbf P$. Now compute the kinetic energy that two particles with the bare masses would have:
\begin{align}
\sum_j\frac{\mathbf q_j^2}{2m_j}
&=\sum_j\frac{\mathbf p_j^2}{2m_j}+\frac{\beta}{m_L}\,\mathbf P\cdot\sum_j\mathbf p_j+\frac{\beta^2\mathbf P^2}{2m_L^2}\sum_j m_j\nonumber\\
&=\sum_j\frac{\mathbf p_j^2}{2m_j}+\frac{2\beta+\beta^2}{2m_L}\,\mathbf P^2 .\label{radau}
\end{align}
This equals (\ref{T}) if $(2\beta+\beta^2)/m_L=1/M$. Adding 1 to both sides of $2\beta+\beta^2=m_L/M$ completes the square:
\begin{equation}
(1+\beta)^2=1+\frac{m_L}M,\qquad \beta=\sqrt{1+\frac{m_L}M}-1 .
\end{equation}
The positive root makes $\beta$ vanish for an infinitely heavy nucleus. The Hamiltonian is
\begin{equation}
H=\frac{\mathbf q_1^2}{2m_1}+\frac{\mathbf q_2^2}{2m_2}+V(\mathbf s_1+\beta\mathbf S,\;\mathbf s_2+\beta\mathbf S).
\end{equation}
There is no cross term and there are no reduced masses. The nuclear mass has left the kinetic energy and sits in the electron--nucleus distances. The electron--electron distance keeps its form, since $\mathbf r_1-\mathbf r_2=\mathbf s_1-\mathbf s_2$.

Someone who had met the atom first in these coordinates would find no mass polarization to explain, but might suspect a strange three-body modification of the nuclear attraction. That suspicion would be as unfounded as the first.

The sums in (\ref{radau}) do not use the number of electrons. For $N$ electrons the same shift, with $m_L$ their total mass, removes all the terms $\mathbf p_i\cdot\mathbf p_j/M$ together.

\section{One shift, kinetic or potential}

For a heavy nucleus the two descriptions can be compared directly. Let both electrons have mass $m$, and let $H_0$ be the Hamiltonian with the nucleus clamped. In nucleus-centred coordinates the perturbation is $\mathbf P^2/2M$. In Radau coordinates $\beta\simeq m_L/2M=m/M$, so each electron is displaced by $\beta\mathbf S\simeq(m/2M)(\mathbf s_1+\mathbf s_2)$. To first order the perturbation is
\begin{equation}
\Delta V=\frac m{2M}\,\mathbf R\cdot\mathbf G,\qquad
\mathbf R=\mathbf s_1+\mathbf s_2,\quad
\mathbf G=\frac{\partial V}{\partial\mathbf s_1}+\frac{\partial V}{\partial\mathbf s_2}.
\end{equation}
One perturbation is kinetic and the other potential. Their means in a bound eigenstate of $H_0$ agree. To see this, let $\mathbf P$ now stand for the sum of the momenta conjugate to $\mathbf s_1,\mathbf s_2$. The two commutators needed are $[\mathbf R,H_0]=i\hbar\mathbf P/m$ and $[\mathbf P,H_0]=-i\hbar\mathbf G$. The mean of a commutator with $H_0$ vanishes in such a state, so
\begin{equation}
0=\frac1{i\hbar}\langle[\mathbf R\cdot\mathbf P,H_0]\rangle=\frac{\langle\mathbf P^2\rangle}m-\langle\mathbf R\cdot\mathbf G\rangle .
\end{equation}
Multiplying by $m/2M$ gives
\begin{equation}
\frac{\langle\mathbf P^2\rangle}{2M}=\frac m{2M}\langle\mathbf R\cdot\mathbf G\rangle .\label{hv}
\end{equation}
The recoil shift is a property of the atom. Its label, kinetic or potential, belongs to the coordinates.

\section{The numbers}

The example is a one-dimensional model, not a real atom. In atomic units $m_1=m_2=1$, $M=10$ and $Z=2$, and each $1/|x|$ is replaced by $1/\sqrt{x^2+1}$. The light nucleus makes recoil easy to see. The algebra above holds for each Cartesian component, so one dimension is enough to test it.

The reduced mass is $10/11=0.909$. In Jacobi coordinates $a=1/11=0.0909$, and the second mass is $11/12=0.917$. In Radau coordinates $\beta=\sqrt{1.2}-1=0.0954$, so $r_1=1.0477\,s_1+0.0477\,s_2$.

Each Hamiltonian was diagonalized on a grid laid out in its own coordinates. The three lowest levels are $-2.20656$, $-1.80196$ and $-1.65878$ hartree in all three sets. The largest disagreement is $1.2\times10^{-7}$ hartree.

Now define in each set a reference problem that is separable apart from the electron repulsion. Drop any cross term, and read $V$ as if the coordinates were distances from the nucleus. The full level minus this truncated level is the recoil effect that the reference leaves out. In nucleus-centred coordinates it is the effect of the cross term; in the other two sets, which have no cross term, it comes from the displaced arguments of $V$. In hartree:
\begin{center}
\begin{tabular}{lrrr}
Coordinates & Level 1 & Level 2 & Level 3\\ \hline
Nucleus-centred & $+0.00375$ & $-0.02155$ & $+0.01396$\\
Jacobi & $+0.00498$ & $-0.01999$ & $+0.01535$\\
Radau & $+0.03169$ & $+0.01411$ & $+0.04588$
\end{tabular}
\end{center}
For the lowest level the first entry is $-2.20656-(-2.21032)=0.00376$, or $0.00375$ before the levels are rounded. The Radau entry is more than eight times larger. For the second level even the sign depends on the coordinates. The three reference problems are different, so they leave out different parts of the recoil shift. A remainder need not be purely a coupling between the coordinates. In the Radau set, the factor 1.0477 in $r_1=1.0477\,s_1+0.0477\,s_2$, and its counterpart in $r_2$, rescale the attraction of each electron to the nucleus separately; only the terms with 0.0477 mix the two coordinates in that attraction. The table therefore measures what each reference omits, not the strength of a coupling.

The pattern can be understood. The truncated Radau problem has bare masses and an undisplaced potential, so it is the clamped-nucleus problem, and its remainder is the whole recoil shift. That shift comes from adding the non-negative operator $\mathbf P^2/2M$, which by the variational principle cannot lower any of the ordered levels. The truncated Jacobi problem differs from the nucleus-centred one by a larger second mass. Its kinetic energy is smaller, its levels lie lower, and its remainders are more positive.

For the ground state, both sides of (\ref{hv}) give 0.03361 hartree. The full shift is 0.03169 hartree, so first order is too high by 0.00192 hartree, or 6\% of the full shift. The sign of the error is expected: in nucleus-centred coordinates the first-order energy is the mean of the full Hamiltonian in the clamped-nucleus state, which is an upper bound to the ground level.

A second case can be checked by hand. Let three masses on a line have $M=5$, $m_1=1$, $m_2=2$, with springs $k_1=1$ and $k_2=1.5$ from the nucleus to the electrons and $k_{12}=0.4$ between the electrons. In nucleus-centred coordinates
\begin{equation}
K=\begin{pmatrix}1.2&0.2\\0.2&0.7\end{pmatrix},\qquad
F=\begin{pmatrix}1.4&-0.4\\-0.4&1.9\end{pmatrix},
\end{equation}
where $F$ is the matrix of spring constants. The squared frequencies are the eigenvalues of $KF$. Its trace is $1.68-0.08-0.08+1.33=2.85$ and its determinant is $0.80\times2.50=2.00$, so $\omega^2=1.25$ or $1.60$. The frequencies are 1.1180 and 1.2649 atomic units. The normal modes found directly in the laboratory frame, and the Jacobi and Radau forms, give the same pair.

\section{What remains physical}

Denying the force does not deny the recoil. A finite nuclear mass shifts the levels, and isotopes of one element differ for this reason among others. The correlation $\langle\mathbf p_1\cdot\mathbf p_2\rangle$ of the electron momenta in the centre-of-mass frame is also a genuine property of a state. It can be found in any set, provided the operator is transformed with the coordinates. In Jacobi coordinates, for instance,
\begin{equation}
\mathbf p_1\cdot\mathbf p_2=(\mathbf q_1-a\mathbf q_2)\cdot\mathbf q_2=\mathbf q_1\cdot\mathbf q_2-a\,\mathbf q_2^2 .
\end{equation}
In the model, eigenfunctions from all three sets give $\langle p_1p_2\rangle/M=+0.0033$, $-0.0223$ and $+0.0126$ hartree for the three levels. What changes between sets is whether this quantity stands in the Hamiltonian as a separate term.

The second state is antisymmetric under exchange and the third symmetric, so their signs agree with (\ref{exchange}). Their magnitudes differ, so one common pair of orbitals cannot describe both. A ground state with both electrons in one real orbital would give zero; the non-zero value shows a departure from that picture, though it does not measure its size.

The equality of spectra requires that the potential be transformed along with the kinetic energy. Approximate energies also agree if the trial functions are transformed in the same way, but in general not otherwise. A mean-field calculation shows why: a product $f(\mathbf s_1)g(\mathbf s_2)$ is in general not a product in $\mathbf r_1,\mathbf r_2$, so the best product energy may depend on the coordinates. An external field that acts on the particles separately can couple the internal motion to the centre of mass, and the reduction to two vectors then needs a new derivation. Relativistic interactions that depend on momenta add terms to $H$. These too must be rewritten in the new positions and momenta, and they are not part of mass polarization.

A sound statement therefore names its coordinates: in nucleus-centred coordinates, the recoil energy of the nucleus contains the cross term $\mathbf p_1\cdot\mathbf p_2/M$. The values behind the comparison are listed in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
Model: m1 = m2 = 1 m_e, M = 10 m_e, charge Z = 2
Grid: 119 x 119 points, step 0.32 bohr, edge 18.9 bohr
One-electron grid error, step 0.40 bohr: -6.9e-07 hartree
One-electron grid error, step 0.32 bohr: -1.2e-08 hartree
Jacobi a = 0.090909 (no unit)
Radau beta = 0.095445 (no unit)
nucleus: masses 0.909091, 0.909091 m_e; cross coefficient 0.100 1/m_e
  r1 = 1.000000 s1 + 0.000000 s2; r2 = 0.000000 s1 + 1.000000 s2
Jacobi: masses 0.909091, 0.916667 m_e; cross coefficient 0.000 1/m_e
  r1 = 1.000000 s1 + 0.000000 s2; r2 = 0.090909 s1 + 1.000000 s2
Radau: masses 1.000000, 1.000000 m_e; cross coefficient 0.000 1/m_e
  r1 = 1.047723 s1 + 0.047723 s2; r2 = 0.047723 s1 + 1.047723 s2
Three lowest levels, hartree:
  nucleus full: -2.206564 -1.801956 -1.658780
  Jacobi full: -2.206564 -1.801956 -1.658780
  Radau full: -2.206564 -1.801956 -1.658780
Largest spread of full levels: 1.2e-07 hartree
  nucleus truncated: -2.210317 -1.780405 -1.672740
  Jacobi truncated: -2.211546 -1.781962 -1.674129
  Radau truncated: -2.238258 -1.816069 -1.704655
Remainder = full - truncated, hartree:
  nucleus: +0.003753 -0.021551 +0.013961
  Jacobi: +0.004983 -0.019994 +0.015350
  Radau: +0.031694 +0.014114 +0.045875
Mean of p1*p2/M from each set's eigenfunctions, hartree:
  nucleus: +0.00327 -0.02233 +0.01256
  Jacobi: +0.00327 -0.02233 +0.01256
  Radau: +0.00327 -0.02233 +0.01256
Exchange symmetry of the three states (no unit): +1.000 -1.000 +1.000
Clamped-nucleus ground level: -2.238258 hartree
First-order recoil, kinetic form: 0.033611 hartree
First-order recoil, potential form: 0.033611 hartree
Full recoil shift: 0.031694 hartree
Classical start: r = 1.0, -2.0 bohr; p = 0.3, 0.2 a.u.
Classical run time: 10 a.u.
  nucleus: largest path error 9.2e-11 bohr
  Jacobi: largest path error 1.2e-10 bohr
  Radau: largest path error 2.3e-10 bohr
  nucleus, cross term omitted: 0.216 bohr
Spring test: m1, m2, M = 1, 2, 5 m_e; k1, k2, k12 = 1, 1.5, 0.4 a.u.
  laboratory frequencies, a.u.: 1.118034 1.264911
  nucleus frequencies, a.u.: 1.118034 1.264911
  Jacobi frequencies, a.u.: 1.118034 1.264911
  Radau frequencies, a.u.: 1.118034 1.264911
\end{verbatim}
